\section*{Comment on rescaling the full velocity vector after a surface hop}

\section{The argument under review}

The argument concerns trajectories that hop between adiabatic electronic states. It runs as follows. A hop changes the potential energy by the gap, so the nuclear kinetic energy must change by the opposite amount. Multiplying all velocities by one common factor achieves this. Total energy is conserved, no derivative coupling vector is needed, and in a large system the factor is so close to one that the trajectory is hardly disturbed. The choice of rescaling is therefore a harmless technical matter.

The statements about energy conservation and about the size of the factor are correct. The conclusion does not follow from them. One has to ask which atoms pay for the hop, and whether they are able to pay in the real dynamics. A system with atoms that take no part in the electronic transition gives a clear answer.

\section{What the spectators may do}

Let $x$ denote the active coordinates and let $N$ spectator atoms move freely:
\begin{equation}
H=H_{\rm a}+H_{\rm s},\qquad
H_{\rm a}=T_x+H_{\rm el}(x),\qquad
H_{\rm s}=\sum_{j=1}^{N}\frac{\mathbf P_j^2}{2M_j}.
\end{equation}
The two parts act on different variables, so $[H_{\rm a},H_{\rm s}]=0$. Hence $[H_{\rm a},H]=[H_{\rm s},H]=0$, and the energy distributions of the active part and of the spectators are conserved separately. Conservation of the sum is a weaker condition.

This has a sharp consequence. Suppose that the upper surface tends to the energy $A$ far from the coupling region, and that the initial state contains only active energies below $A$. A packet leaving on the upper surface is built from scattering states of $H_{\rm a}$ with energies of at least $A$. These are orthogonal to every state of lower active energy. No population can escape on the upper surface, however hot or numerous the spectators are. Temporary upper population inside the coupling region is allowed.

The electronic states $\phi_k$ do not depend on the spectator positions. With real states, whose signs are also chosen independently of those positions, the derivative coupling $\mathbf d=\langle\phi_u|\nabla\phi_l\rangle$ between the upper state $u$ and the lower state $l$ has no spectator components.

\section{The attempt rate is not the culprit}

Insert $\psi=\sum_k a_k\phi_k$ into $i\dot\psi=H_{\rm el}\psi$, with $\hbar=1$, along a trajectory with velocity $\mathbf v$. Since $\dot\phi_l=\mathbf v\cdot\nabla\phi_l$, and $\langle\phi_u|\nabla\phi_u\rangle=0$ for real normalized states, projection on $\phi_u$ gives
\begin{equation}
\dot a_u=-iE_ua_u-\mathbf v\cdot\mathbf d\,a_l .
\end{equation}
The energy term drops out of the population derivative because it is purely imaginary after multiplication by $a_u^*$:
\begin{equation}
\frac{d|a_u|^2}{dt}=2\,{\rm Re}(a_u^*\dot a_u)
=-2\,\mathbf v\cdot\mathbf d\,{\rm Re}(a_u^*a_l).
\end{equation}
Fewest-switches hopping turns this flow, when positive, into an attempt probability for a trajectory on the lower surface:
\begin{equation}
g_{l\to u}=\max\left[0,\,-\frac{2\,dt\,\mathbf v\cdot\mathbf d\,
{\rm Re}(a_u^*a_l)}{|a_l|^2}\right].
\end{equation}
Spectators do not enter $\mathbf v\cdot\mathbf d$, the amplitudes or the active forces. If rejected hops leave the velocities unchanged, as assumed here, the attempts up to the first accepted hop are independent of $N$. Any size dependence at this stage comes from the acceptance rule.

\section{Two acceptance rules}

Let the gap at the hop be $\Delta>0$ and the total kinetic energy before it be $K$.

\subsection{Momentum change along the coupling}

Set $p_i'=p_i-\gamma d_i$, and define $b=\sum_i d_ip_i/m_i=\mathbf d\cdot\mathbf v$ and $a=\sum_i d_i^2/m_i$. Expanding the square gives
\begin{equation}
K(\gamma)=\sum_i\frac{(p_i-\gamma d_i)^2}{2m_i}
=K-\gamma b+\tfrac12\gamma^2a .
\end{equation}
The minimum lies at $\gamma=b/a$. The largest energy that can be extracted is therefore
\begin{equation}
K_d=K-K(b/a)=\frac{b^2}{2a}
=\frac{(\mathbf d\cdot\mathbf v)^2}{2\sum_i d_i^2/m_i}.
\end{equation}
An upward hop requires $K(\gamma)=K-\Delta$, or $\tfrac12a\gamma^2-b\gamma+\Delta=0$. A real solution exists if $K_d\ge\Delta$. The smaller change is
\begin{equation}
\gamma=\frac{b-{\rm sgn}(b)\sqrt{b^2-2a\Delta}}{a},
\end{equation}
which preserves the sign of $\mathbf d\cdot\mathbf v$, because $\mathbf d\cdot\mathbf v'=b-a\gamma$. For a spectator $d_i=0$, so $p_i'=p_i$, as separability demands. Separability alone does not prove that $\mathbf d$ is the right direction among several active coordinates; it rules out a change of spectator energy.

\subsection{One factor for all velocities}

Set $\mathbf v'=s\mathbf v$. Then $s^2K=K-\Delta$, so
\begin{equation}
s^2=1-\frac{\Delta}{K},\qquad K\ge\Delta .
\end{equation}
If the spectators hold $K_{\rm s}$, they lose
\begin{equation}
(1-s^2)K_{\rm s}=\Delta\,\frac{K_{\rm s}}{K}.
\label{eq:donation}
\end{equation}
This is an instantaneous transfer without a force. In a system with real interactions, a bath can supply energy to the active motion before the hop, and that process is legitimate. Here there is no such interaction.

Now fix the active kinetic energy $K_{\rm a}<\Delta$. For classical spectators at temperature $T$, $K_{\rm s}/k_BT$ is half the sum of $3N$ squared standard normal variables, which has a Gamma distribution with shape $3N/2$. The acceptance probability is
\begin{equation}
P_N=Q\!\left(\frac{3N}{2},\frac{\Delta-K_{\rm a}}{k_BT}\right),
\qquad
Q(c,y)=\frac{1}{\Gamma(c)}\int_y^\infty t^{c-1}e^{-t}dt ,
\label{eq:given}
\end{equation}
for $N\ge1$, and zero for $N=0$. Another moving atom adds positive energy, so $P_N$ grows with $N$. The mean and the variance of $K_{\rm s}/k_BT$ are both $3N/2$; its relative spread vanishes at large $N$, and $P_N\to1$. The accepted rate thus saturates at the attempt rate. This conclusion needs no assumption about how attempts depend on active velocity. It does need moving spectators: atoms at rest have nothing to donate.

\section{How large the error is in a thermal model}

For a closed estimate, let all $f$ kinetic degrees of freedom be thermal and let the attempt rate be proportional to $|\mathbf d\cdot\mathbf v|$, with the electronic factor held fixed. This is a model: in a real passage the amplitudes also depend on velocity.

Use $q_i=\sqrt{m_i}\,v_i$ and the unit vector $e_i=d_i/\sqrt{m_ia}$. With $u=\sum_ie_iq_i$, one has $\mathbf d\cdot\mathbf v=\sqrt a\,u$ and $K_d=u^2/2$. The Maxwell distribution depends on $\sum_iq_i^2$ alone, so it is unchanged by rotation, and $u$ is independent of the other $f-1$ components.

Let $y=K_d/k_BT$. Its thermal density is $y^{-1/2}e^{-y}/\sqrt\pi$. The attempt weight $|u|\propto\sqrt y$ removes the square root, and normalization leaves $e^{-y}$. The remaining kinetic energy, $z=(K-K_d)/k_BT$, has a Gamma distribution with shape $c=(f-1)/2$. For $f>1$ the density of the sum $t=y+z$ at an attempt is
\begin{equation}
\int_0^t e^{-(t-z)}\frac{z^{c-1}e^{-z}}{\Gamma(c)}\,dz
=\frac{e^{-t}}{\Gamma(c)}\frac{t^c}{c}
=\frac{t^ce^{-t}}{\Gamma(c+1)} .
\label{eq:sum}
\end{equation}
This is a Gamma density with shape $c+1=(f+1)/2$. With $X=\Delta/k_BT$, the accepted fractions are
\begin{equation}
P_{\rm along}=e^{-X},\qquad
P_{\rm full}=Q\!\left(\frac{f+1}{2},X\right).
\label{eq:thermal}
\end{equation}
They agree for $f=1$, where there is only one direction to rescale. For $f=3$ the second is $(1+X)e^{-X}$, so two extra degrees of freedom already multiply the fraction by $1+X$.

Equation~(\ref{eq:sum}) also gives the division of the bill. At fixed $t$, the density of $z$ is proportional to $z^{c-1}$ on $0<z<t$, so
\begin{equation}
\left\langle\frac zt\right\rangle
=\frac{\int_0^t z^c\,dz}{t\int_0^t z^{c-1}dz}
=\frac{c}{c+1}=\frac{f-1}{f+1}.
\end{equation}
This is the mean share paid by motion other than that along $\mathbf d$. It does not depend on $t$, so selecting the accepted hops leaves it unchanged.

Dividing the available energy by the number of degrees of freedom does not repair the rule. The condition $K/f\ge\Delta$ is accepted with probability $Q((f+1)/2,fX)$. At an attempt, $K/(fk_BT)$ has mean $(f+1)/(2f)$ and variance $(f+1)/(2f^2)$, so it concentrates at $1/2$. For $X>1/2$ the accepted fraction tends to zero in a large system. In that range the size dependence has changed direction; for $X<1/2$ the accepted fraction still tends to one.

\subsection{Numbers}

Take round parameters: $T=300$ K, $\Delta=0.30$ eV, one active coordinate and $N$ spectator atoms, so that $f=1+3N$. Then $k_BT=0.02585$ eV and $X=0.30/0.02585=11.6$. Adjustment along $\mathbf d$ accepts a fraction $e^{-X}=9.1\times10^{-6}$ for every $N$. Full scaling gives
\begin{center}
\begin{tabular}{rcc}
$N$ & $f$ & $P_{\rm full}$\\
0 & 1 & $9.1\times10^{-6}$\\
1 & 4 & $3.1\times10^{-4}$\\
3 & 10 & $0.017$\\
10 & 31 & $0.87$\\
30 & 91 & $1.00$
\end{tabular}
\end{center}
Let the mean attempt rate be 1 per ps, with thermal velocities redrawn much faster than attempts occur, so that each attempt carries the weight $|u|$ used above. The mean wait for an upward hop is then $1/(9.1\times10^{-6})$ ps, or about 110 ns, along $\mathbf d$. With full scaling and ten spectators it is $1/0.87=1.1$ ps.

For one hop, put 0.05 eV in the active coordinate and the mean thermal energy in ten spectators. They hold $K_{\rm s}=15k_BT=0.388$ eV, so $K=0.438$ eV and $s=\sqrt{1-0.30/0.438}=0.56$. By Eq.~(\ref{eq:donation}) they donate $0.30\times0.388/0.438=0.266$ eV, and their temperature falls to $s^2T=94$ K.

With one hundred spectators, $K_{\rm s}=3.88$ eV and $s=0.96$. Each atom now loses only about 3 meV, which is the observation behind the word ``harmless''. Together they pay 0.296 eV of the 0.30 eV. The disturbance per atom has become small, while the forbidden hop has become easier.

\section{The effect on equilibrium}

Too many upward hops could be innocuous if downward hops compensated for them. A model in which both rates can be calculated shows that they do not. Let the surfaces be flat and separated by $\Delta$, with total energy $E>\Delta$ measured from the lower one. The direction of $\mathbf q$ is randomized over the sphere of fixed kinetic energy $K$, in $f\ge2$ dimensions, much faster than attempts occur; a single randomization per attempt would not give the rates below. Attempts occur at the rate $\kappa|u|$, with the same $\kappa$ in both directions.

The density of one component on the sphere is
\begin{equation}
\rho_K(u)=\frac{B_f}{\sqrt{2K}}
\left(1-\frac{u^2}{2K}\right)^{(f-3)/2},
\end{equation}
where $B_f$ does not depend on $K$. The rate of attempts with $u^2/2\ge\Delta$ follows from $w=u^2/2$ and $u\,du=dw$, with a factor 2 for the two signs of $u$:
\begin{align}
R(K,\Delta)&=\frac{2\kappa B_f}{\sqrt{2K}}
\int_\Delta^K\left(1-\frac wK\right)^{(f-3)/2}dw\nonumber\\
&=\frac{2\sqrt2\,\kappa B_f}{f-1}\sqrt K
\left(1-\frac{\Delta}{K}\right)^{(f-1)/2}.
\end{align}
Downward hops start from $K=E-\Delta$ and are all accepted, at the rate $R(E-\Delta,0)$. In the stationary state the population ratio equals the upward rate divided by the downward rate. For adjustment along $\mathbf d$,
\begin{equation}
\frac{n_u}{n_l}=\frac{R(E,\Delta)}{R(E-\Delta,0)}
=\left(1-\frac\Delta E\right)^{(f-1)/2-1/2}
=\left(1-\frac\Delta E\right)^{(f-2)/2}.
\end{equation}
This is the microcanonical ratio: the momentum volume below kinetic energy $K$ grows as $K^{f/2}$, so the density of states grows as $K^{(f-2)/2}$. With $E=fk_BT/2$ and $f\to\infty$ it becomes $e^{-\Delta/k_BT}$.

Full scaling accepts every upward attempt, since $E>\Delta$. Thus
\begin{equation}
\frac{n_u}{n_l}=\frac{R(E,0)}{R(E-\Delta,0)}
=\left(1-\frac\Delta E\right)^{-1/2}>1 .
\end{equation}
The upper state is the more populated one. In the same large-system limit the ratio tends to one, as if the electronic temperature were infinite. For $f=20$, $E=10$ and $\Delta=2$ in a common unit, the upper population is $0.134/1.134=0.118$ along $\mathbf d$ and $1.118/2.118=0.528$ for full scaling. Stochastic sampling gives 0.118 and 0.528. These ratios belong to the symmetric attempt model; fewest-switches amplitudes need not obey that symmetry.

\section{A closed channel opened by spectators}

The last objection might be that real hopping trajectories behave differently from thermal models. Consider one active coordinate with the diabatic matrix elements
\begin{equation}
V_{11}=-V_{22}=A\,{\rm sgn}(x)(1-e^{-B|x|}),\qquad
V_{12}=Ce^{-Dx^2},
\end{equation}
where $A=0.01$ and $C=0.005$ hartree, $B=1.6$ bohr$^{-1}$, $D=1$ bohr$^{-2}$, and the mass is 2000 electron masses. The adiabatic energies are $\mp W$, with $W=\sqrt{V_{11}^2+V_{12}^2}$. Trajectories start on the lower surface at $x=-4$ bohr with kinetic energy 0.012 hartree. Their active energy is $\varepsilon=0.0020$ hartree, below the upper asymptote of 0.01 hartree.

On the lower surface $K_{\rm a}=\varepsilon+W$, while a hop costs $2W$. The missing energy is
\begin{equation}
2W-K_{\rm a}=W-\varepsilon .
\end{equation}
At the crossing this is $0.0050-0.0020=0.0030$ hartree, about $3k_BT$ at 300 K. Each row below comes from 3000 trajectories with free thermal spectators. ``Tried'' is the fraction that attempted an upward hop. ``Accepted'' refers to the first attempt, and ``predicted'' is Eq.~(\ref{eq:given}) averaged over first-attempt points from the other rows. ``Upper'' is the fraction on the upper surface at the end of the run, 8000 atomic units of time, including any still near the crossing. Where such trajectories remain, this column depends on the run length: tripling the run lowers the $N=10$ entry by about 0.005 and leaves the $N=30$ entry unchanged. Its binomial sampling error is about 0.004 for $N=10$ and 0.005 for $N=30$ under full scaling.
\begin{center}
\begin{tabular}{lcccc}
rule, $N$ & tried & accepted & predicted & upper\\
full, 0 & 0.21 & 0 & 0 & 0\\
full, 1 & 0.19 & 0.07 & 0.06 & 0.0003\\
full, 3 & 0.20 & 0.53 & 0.55 & 0.002\\
full, 10 & 0.21 & 1.00 & 1.00 & 0.042\\
full, 30 & 0.21 & 1.00 & 1.00 & 0.091\\
along, 30 & 0.20 & 0 & 0 & 0
\end{tabular}
\end{center}
The attempted fraction is the same within sampling error, and acceptance follows the spectator number. The entry 0.0003 is a single trajectory. The final upper population is smaller than the accepted population because some trajectories hop down again.

To leave on the upper surface, the active part needs at least about $0.0100-0.0020=0.0080$ hartree from outside. For $N=30$, the trajectories found on that surface beyond 3 bohr had received 0.0108 hartree, or 0.29 eV, from the spectators on average. The final total energy of every trajectory agreed with its initial value to within $1.4\times10^{-6}$ hartree, so checking it would not have revealed the fault.

A quantum wave packet on the same active Hamiltonian had a mean wave number of 6.93 and a spread of 0.35 bohr$^{-1}$. The upper exit requires $\sqrt{2\times2000\times0.02}=8.94$ bohr$^{-1}$, nearly six spreads higher. Its upper population reached 0.025 during the passage and was $8\times10^{-5}$ at the end of the run, $10^4$ atomic units of time, when it lay almost wholly within 3 bohr of the crossing and was still decaying (from $9\times10^{-5}$ at 8000 to $5.5\times10^{-5}$ at 14000 units). This final value is summed over the whole grid, including the coupling region, so it is only an upper bound on the escaped population; the part of the packet above the exit threshold weighs a few parts in $10^9$. The packet has an energy spread and the trajectories do not, so this comparison concerns the closed exit and not the attempt fractions. By separability, free spectators would leave the packet result unchanged.

\section{What the argument should say}

Full scaling conserves total energy, but it treats the kinetic energy of the whole system as available to a local electronic transition. The claim of harmlessness holds for acceptance when the motion along $\mathbf d$ can itself pay for every attempted upward hop, $K_d\ge\Delta$, since $K\ge K_d$ and both rules then accept. Even then, Eq.~(\ref{eq:donation}) takes energy from the spectators. Downward hops are accepted under either rule, but full scaling then heats the spectators by the same proportion.

Of the rules compared here, adjustment along $\mathbf d$ is the one to use: it leaves uncoupled atoms untouched and gives the microcanonical ratio in the population model, although neither result proves that it is the exact direction among several active coordinates. One limit applies to free molecules. Moving all nuclei together shifts the electronic states rigidly, so $\sum_A\mathbf d_A=-\langle\phi_u|\sum_i\nabla_i|\phi_l\rangle$, with $A$ running over nuclei and $i$ over electrons. This sum need not vanish, and a momentum change along the uncorrected $\mathbf d$ then alters the total nuclear momentum; the models here do not test corrections for this. If $\mathbf d$ is unavailable, scaling only a fixed set of active coordinates at least removes the dependence on atoms outside that set, since their energy enters neither the acceptance test nor the velocity change. Within the set, the division of energy remains an approximation, and the same size dependence returns if the set is enlarged with atoms that do not couple. The numerical check covers the acceptance formulas, the population model and the closed channel.

\section*{Table of computed values}
\begin{verbatim}
Temperature 300 K; kT = 0.025852 eV
Gap = 0.30 eV; gap/kT = 11.6045
Attempt rate = 1.0 per ps
Accepted fraction along d, any size = 9.1248e-06
Mean wait along d = 109.6 ns
Thermal model: N spectators, f, full scaling, K/f test, rate per ps
  N=  0 f=  1 full=9.1248e-06 K/f=9.125e-06 full-scaling rate=9.1248e-06
  N=  1 f=  4 full=3.0788e-04 K/f=1.703e-18 full-scaling rate=3.0788e-04
  N=  3 f= 10 full=1.6513e-02 K/f=1.553e-43 full-scaling rate=1.6513e-02
  N= 10 f= 31 full=8.7160e-01 K/f=1.020e-130 full-scaling rate=8.7160e-01
  N= 30 f= 91 full=1.0000e+00 K/f=0.000e+00 full-scaling rate=1.0000e+00
  N=100 f=301 full=1.0000e+00 K/f=0.000e+00 full-scaling rate=1.0000e+00
One hop: active kinetic energy = 0.050 eV
  N=10: spectator energy=0.3878 eV, s=0.5610, donated=0.2657 eV
    spectator temperature after hop=94.4 K, loss per atom=26.57 meV
  N=100: spectator energy=3.8778 eV, s=0.9611, donated=0.2962 eV
    spectator temperature after hop=277.1 K, loss per atom=2.96 meV
Sampling test f=15: largest fraction error=0.00103
Share paid by other motion: sampled=0.8751, formula=0.8750
Population model: f=20, E=10, gap=2 (same energy unit)
  upper population along d: sampled=0.1182, formula=0.1183
  upper population full: sampled=0.5283, formula=0.5279
  upper/lower ratio formula: along d=0.1342, full=1.1180
Crossing: A=0.01 hartree, B=1.6 per bohr, C=0.005 hartree
  D=1.0 per bohr^2, mass=2000 electron masses
  start at -4.0 bohr, kinetic energy=0.0120 hartree
  active total energy=0.00202 hartree, upper asymptote=0.01000 hartree
  trajectories per row=3000, kT=0.000950 hartree
Columns: tried up, first try accepted, predicted, ever up, final up
  full    N= 0 0.2117 0.0000 0.0000 0.0000 0.0000
  full    N= 1 0.1883 0.0690 0.0634 0.0133 0.0003
  full    N= 3 0.2030 0.5337 0.5506 0.1100 0.0020
  full    N=10 0.2067 0.9984 0.9990 0.2063 0.0420
  full    N=30 0.2077 1.0000 1.0000 0.2077 0.0913
  along d N=30 0.2013 0.0000 0.0000 0.0000 0.0000
Mean spectator donation, upper escapes, N=30: 0.01078 hartree = 0.293 eV
Largest total-energy drift = 1.36e-06 hartree
Wave packet: mean k=6.928, k spread=0.35 per bohr
  upper population: peak=0.0251, final=7.63e-05
\end{verbatim}
